**Geometric-mean diffusion coefficient for anisotropic adatoms: the map, islands and single-site traps**

The area-preserving map x = sX, y = Y/s with s = (Dx/Dy)^(1/4) turns anisotropic surface diffusion into isotropic diffusion with D̄ = √(DxDy). The program asserts this by finite differences for a tilted tensor, and asserts that rescaling one axis alone gives a different coefficient. A finite-element solution in the unmapped plane, for Dx/Dy = 16 and a zone radius L of 40 island radii R, confirms the effective radius R(s+1/s)/2, the capture rate, the lifetime and the size of the angular part at the mapped distance 8R. For a one-site trap on a lattice with fast-to-slow hop-rate ratio r, the program asserts, at r = 16, the far field with radius (e^(−γ)/4)√(√r+1/√r) site lengths, where γ is Euler's constant. Exact capture times in periodic cells of 4096 sites agree with the continuum formula within one per cent down to eight rows, and the program asserts a deviation above 15% for a single row. The bcc-Fe(110) example uses rough inputs at 300 K and gives D̄ = 7.8×10⁻⁹ cm²/s and an adatom lifetime of 6.4×10⁻⁵ s. The last lines of output size the effects that the model neglects; errors in the hop barrier and an extra barrier at the island edge are among the largest.

## Check in Python

```python
"""
Result under test: anisotropic surface diffusion with principal values Dx, Dy
becomes isotropic with Dbar = sqrt(Dx*Dy) under the area-preserving map
x = s*X, y = Y/s, s = (Dx/Dy)**(1/4).  A circular absorbing island of radius R
then acts at a distance like a disc of radius R_eff = R*(s + 1/s)/2.
A one-site trap on a lattice with hop rates hx, hy acts like a disc of radius
R_pt = exp(-gamma)/4*sqrt(sqrt(r) + 1/sqrt(r)) site lengths, r = hx/hy.
L: radius of the capture zone in the mapped plane; tau: mean adatom lifetime.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


# ---------- the map itself, by finite differences on a test function ----------
def smooth(p):
    return np.exp(0.3 * p[0]) * np.sin(p[1]) + p[0]**2 * p[1]


def second_derivatives(f, p, step=1e-3):
    hess = np.zeros((2, 2))
    unit = np.eye(2) * step
    for i in range(2):
        for j in range(2):
            hess[i, j] = (f(p + unit[i] + unit[j]) - f(p + unit[i] - unit[j])
                          - f(p - unit[i] + unit[j])
                          + f(p - unit[i] - unit[j])) / (4 * step**2)
    return hess


def mapped_coefficient(tensor, to_mapped):
    """Ratio of the anisotropic operator to the Laplacian in mapped axes."""
    values = []
    for p in (np.array([0.7, 0.4]), np.array([-0.5, 1.1])):
        left = np.sum(tensor * second_derivatives(
            lambda q: smooth(to_mapped @ q), p))
        right = np.trace(second_derivatives(smooth, to_mapped @ p))
        values.append(left / right)
    assert abs(values[0] - values[1]) < 1e-4 * abs(values[0])
    return values[0]


tilted = np.array([[5.0, 4.0], [4.0, 5.0]])
principal, axes = np.linalg.eigh(tilted)
geo_mean = np.sqrt(principal[0] * principal[1])
area_map = axes @ np.diag(np.sqrt(geo_mean / principal)) @ axes.T
coef_area = mapped_coefficient(tilted, area_map)
assert abs(np.linalg.det(area_map) - 1) < 1e-12
assert abs(coef_area - geo_mean) < 1e-4 * geo_mean
one_axis_map = np.diag([np.sqrt(1.0 / 9.0), 1.0])
coef_one_axis = mapped_coefficient(np.diag([9.0, 1.0]), one_axis_map)
# general rule: sqrt(det D) times the determinant of the map to new axes
assert abs(coef_one_axis - 3.0 * np.linalg.det(one_axis_map)) < 1e-4


# ---------- absorbing circular island, solved in the unmapped plane ----------
def effective_radius(ratio):
    s = ratio**0.25
    return (s + 1 / s) / 2


def lifetime_formula(L, r_eff, radius):
    eps = (r_eff / L)**2
    bracket = np.log(L / r_eff) - (1 - eps) / 2 - (1 - eps)**2 / 4
    return L**2 / 2 * bracket / (1 - (radius / L)**2)


def finite_elements(ratio, L, nt=280, nphi=140):
    """Island radius 1, Dx*Dy = 1; returns capture rate, lifetime, profiles."""
    s = ratio**0.25
    dx, dy = np.sqrt(ratio), 1 / np.sqrt(ratio)
    t = np.linspace(0, 1, nt + 1)[:, None]
    phi = np.linspace(0, np.pi / 2, nphi + 1)[None, :]
    x = (L * s)**t * np.cos(phi)
    y = (L / s)**t * np.sin(phi)
    num = np.arange(x.size).reshape(x.shape)
    a, b = num[:-1, :-1].ravel(), num[1:, :-1].ravel()
    c, d = num[1:, 1:].ravel(), num[:-1, 1:].ravel()
    tri = np.vstack([np.column_stack([a, b, c]), np.column_stack([a, c, d])])
    px, py = x.ravel()[tri], y.ravel()[tri]
    gx = np.roll(py, -1, axis=1) - np.roll(py, -2, axis=1)
    gy = np.roll(px, -2, axis=1) - np.roll(px, -1, axis=1)
    twice_area = gx[:, 0] * gy[:, 1] - gx[:, 1] * gy[:, 0]
    assert twice_area.min() > 0
    local = (dx * gx[:, :, None] * gx[:, None, :]
             + dy * gy[:, :, None] * gy[:, None, :])
    local /= 2 * twice_area[:, None, None]
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    stiff = coo_matrix((local.ravel(), (rows, cols)),
                       shape=(x.size, x.size)).tocsr()
    load = np.bincount(tri.ravel(), np.repeat(twice_area / 6, 3), x.size)
    inner, outer = num[0], num[-1]
    # density fixed to 1 on the outer edge: capture rate
    free = np.setdiff1d(num.ravel(), np.concatenate([inner, outer]))
    u = np.zeros(x.size)
    u[outer] = 1
    u[free] = spsolve(stiff[free][:, free].tocsc(), -(stiff @ u)[free])
    capture = 4 * u @ (stiff @ u)
    # uniform deposition, no flux through the outer edge: lifetime
    free = np.setdiff1d(num.ravel(), inner)
    v = np.zeros(x.size)
    v[free] = spsolve(stiff[free][:, free].tocsc(), load[free])
    u = u.reshape(x.shape)
    profile_fast = (x[:, 0] / s, u[:, 0])
    profile_slow = (y[:, -1] * s, u[:, -1])
    return capture, load @ v / load.sum(), profile_fast, profile_slow


strong, L_strong, rho = 16.0, 40.0, 8.0
J_fem, tau_fem, fast, slow = finite_elements(strong, L_strong)
r_strong = effective_radius(strong)
J_formula = 2 * np.pi / np.log(L_strong / r_strong)
tau_strong = lifetime_formula(L_strong, r_strong, 1.0)
assert abs(J_fem / J_formula - 1) < 1e-3
assert abs(tau_fem / tau_strong - 1) < 2e-3
split_fem = (np.interp(np.log(rho), np.log(fast[0]), fast[1])
             - np.interp(np.log(rho), np.log(slow[0]), slow[1]))
focal2 = np.sqrt(strong) - 1 / np.sqrt(strong)
split_formula = (focal2 / 2 * (1 / rho**2 - rho**2 / L_strong**4)
                 / np.log(L_strong / r_strong))
assert abs(split_fem / split_formula - 1) < 0.03


# ---------- one-site trap on a lattice ----------
def point_radius(r):
    return np.exp(-np.euler_gamma) / 4 * np.sqrt(np.sqrt(r) + 1 / np.sqrt(r))


def kernel(m, n, hx, hy):
    """Potential kernel: zero at the origin, unit source there."""
    def integrand(k):
        e = 4 * hx * np.sin(k / 2)**2
        root = np.sqrt(e * (e + 4 * hy))
        decay = 1 / (1 + (e + root) / (2 * hy))
        return (1 - np.cos(k * m) * decay**abs(n)) / root
    return quad(integrand, 0, np.pi, limit=500, epsabs=1e-10)[0] / np.pi


hx, hy = 4.0, 0.25
source = 2 * hx * kernel(1, 0, hx, hy) + 2 * hy * kernel(0, 1, hx, hy)
assert abs(source - 1) < 1e-7
balance = (hx * (kernel(3, 1, hx, hy) + kernel(1, 1, hx, hy))
           + hy * (kernel(2, 2, hx, hy) + kernel(2, 0, hx, hy))
           - 2 * (hx + hy) * kernel(2, 1, hx, hy))
assert abs(balance) < 1e-7
for m, n in ((60, 0), (0, 15), (40, 10)):
    distance = np.sqrt(m**2 / np.sqrt(hx / hy) + n**2 * np.sqrt(hx / hy))
    far = np.log(distance / point_radius(hx / hy)) / (2 * np.pi
                                                      * np.sqrt(hx * hy))
    assert abs(kernel(m, n, hx, hy) / far - 1) < 2e-3


def cell_lifetime(nx, ny, hx, hy):
    """Mean capture time, all starting sites, one trap per periodic cell."""
    kx = 2 * np.pi * np.arange(nx)[:, None] / nx
    ky = 2 * np.pi * np.arange(ny)[None, :] / ny
    rate = 2 * hx * (1 - np.cos(kx)) + 2 * hy * (1 - np.cos(ky))
    return np.sum(1 / rate.ravel()[1:])


# the Fourier sum against a direct solution of the hopping equations
nx, ny = 12, 6
generator = np.zeros((nx * ny, nx * ny))
for i in range(nx):
    for j in range(ny):
        for di, dj, h in ((1, 0, hx), (-1, 0, hx), (0, 1, hy), (0, -1, hy)):
            generator[i * ny + j, i * ny + j] += h
            generator[i * ny + j, (i + di) % nx * ny + (j + dj) % ny] -= h
direct = np.linalg.solve(generator[1:, 1:], np.ones(nx * ny - 1)).sum()
assert abs(direct / (nx * ny) / cell_lifetime(nx, ny, hx, hy) - 1) < 1e-9

sites = 4096
L_cell = np.sqrt(sites / np.pi)
table = []
for ratio in (1, 16, 256, 4096, 2**24):
    nx = round(64 * ratio**0.25)
    ny = sites // nx
    actual = cell_lifetime(nx, ny, np.sqrt(ratio), 1 / np.sqrt(ratio)) / sites
    theory = (np.log(L_cell / point_radius(ratio)) - 0.75) / (2 * np.pi)
    table.append((ratio, ny, point_radius(ratio), actual, theory))
    if ny >= 8:   # a disc stands in for the square cell: below one per cent
        assert abs(theory / actual - 1) < 0.01
    else:
        assert abs(theory / actual - 1) > 0.15
assert table[0][3] > 5 * table[-1][3]

# ---------- example: adatom on bcc-Fe(110), rough typical inputs ----------
a = 0.29                # nm
barrier = 0.35          # eV
attempt = 1e13          # 1/s
temperature = 300.0     # K
flux = 0.01             # monolayers per second
island_density = 3e11   # 1/cm2
radius = 2.0            # nm
kT = const.k * temperature / const.e
hop = attempt * np.exp(-barrier / kT)
hops = np.array([[i * a / np.sqrt(2), j * a / 2]
                 for i in (1, -1) for j in (1, -1)])
D = hop / 2 * hops.T @ hops
for q in (np.array([0.01, 0.0]), np.array([0.006, 0.008])):
    decay_rate = hop * np.sum(2 * np.sin(hops @ q / 2)**2)
    assert abs(decay_rate / (q @ D @ q) - 1) < 1e-5
Dx, Dy = D[0, 0], D[1, 1]
Dbar = np.sqrt(Dx * Dy)
s = (Dx / Dy)**0.25
mapped_hops = hops * np.array([1 / s, s])
assert abs(mapped_hops[0] @ mapped_hops[1]) < 1e-12
site_area = abs(np.linalg.det(hops[:2]))
assert abs(Dbar / (hop * site_area) - 1) < 1e-12
L = 1 / np.sqrt(np.pi * island_density * 1e-14)
R_eff = radius * effective_radius(Dx / Dy)
tau = lifetime_formula(L, R_eff, radius) / Dbar
tau_check = finite_elements(Dx / Dy, L / radius)[1] * radius**2 / Dbar
assert abs(tau_check / tau - 1) < 2e-3
coverage = flux * tau
adatoms = coverage * np.pi * (L**2 - radius**2) / site_area

# ---------- sizes of neglected effects ----------
barrier_factor = np.exp(0.05 / kT)
kT_warm = const.k * (temperature + 10) / const.e
warm_factor = np.exp(barrier / kT - barrier / kT_warm)
Dy_extra = Dy + 0.1 * hop * a**2
long_hop_factor = np.sqrt(Dx * Dy_extra) / Dbar
R_long = radius * (np.sqrt(2) * s + 1 / (np.sqrt(2) * s)) / 2
tau_long = lifetime_formula(L, R_long, radius) / Dbar
attach_length = a * (np.exp(0.05 / kT) - 1)
tau_attach = L**2 / (2 * Dbar) * attach_length / R_eff
desorbed = tau * attempt * np.exp(-3.5 / kT)
T_tunnel = const.h * attempt / (2 * np.pi * const.k)
growth_time = (radius / L)**2 / flux

print(f"Tilted tensor: principal values {principal[0]:.3f}, {principal[1]:.3f}")
print(f"  coefficient after area-preserving map: {coef_area:.4f}")
print(f"Values 9 and 1, only x rescaled: coefficient {coef_one_axis:.4f}")
print(f"Island test: Dx/Dy = {strong:.0f}, L/R = {L_strong:.0f}")
print(f"  R_eff/R = {r_strong:.4f}")
print(f"  capture rate/(Dbar n_L): elements {J_fem:.5f}")
print(f"  capture rate/(Dbar n_L): formula  {J_formula:.5f}")
print(f"  lifetime*Dbar/R^2: elements {tau_fem:.2f}, formula {tau_strong:.2f}")
print(f"  fast-slow density split at rho/R = {rho:.0f}, in units of n_L:")
print(f"    elements {split_fem:.5f}, formula {split_formula:.5f}")
print(f"One-site trap, {sites} sites per trap; L = {L_cell:.2f} site lengths")
print("  hx/hy, rows, R_pt (site lengths), tau*Dbar/area: exact, formula")
for ratio, ny, rp, actual, theory in table:
    print(f"  {ratio:9d} {ny:3d} {rp:8.4f} {actual:8.4f} {theory:8.4f}")
print("Fe(110) example, rough inputs:")
print(f"  a = {a} nm, barrier = {barrier} eV, attempts = {attempt:.0e} 1/s")
print(f"  T = {temperature:.0f} K, kT = {kT:.5f} eV, flux = {flux} ML/s")
print(f"  island density = {island_density:.1e} 1/cm2, R = {radius} nm")
print(f"  hop rate per direction = {hop:.3e} 1/s")
print(f"  site area = {site_area:.5f} nm2")
print(f"  Dx [1-10] = {Dx:.3e} nm2/s, Dy [001] = {Dy:.3e} nm2/s")
print(f"  Dx/Dy = {Dx / Dy:.4f}, s = {s:.4f}")
print(f"  Dbar = {Dbar:.3e} nm2/s = {Dbar * 1e-14:.3e} cm2/s")
print(f"  arithmetic mean / Dbar = {(Dx + Dy) / 2 / Dbar:.4f}")
print(f"  mapped hop length = {np.linalg.norm(mapped_hops[0]):.4f} nm")
print(f"  zone radius L = {L:.3f} nm, R_eff = {R_eff:.4f} nm")
print(f"  lifetime: formula {tau:.4e} s, elements {tau_check:.4e} s")
print(f"  mean adatom coverage = {coverage:.3e} ML")
print("Neglected effects:")
print(f"  0.05 eV barrier error: factor {barrier_factor:.2f} in Dbar")
print(f"  10 K warmer: factor {warm_factor:.3f} in Dbar")
print(f"  direct [001] hops at 0.1 of hop rate: factor {long_hop_factor:.4f}")
print(f"  islands 2:1 along [001]: R_eff = {R_long:.4f} nm,")
print(f"    lifetime factor {tau_long / tau:.4f}")
print(f"  0.05 eV attachment barrier: length {attach_length:.3f} nm,")
print(f"    added lifetime / lifetime = {tau_attach / tau:.2f}")
print(f"  desorbed fraction at 3.5 eV binding = {desorbed:.1e}")
print(f"  tunnelling crossover temperature = {T_tunnel:.1f} K")
print(f"  island growth time = {growth_time:.2f} s")
print(f"  mean number of adatoms in a zone = {adatoms:.2e}")
print("OK")
```

Output:

```
Tilted tensor: principal values 1.000, 9.000
  coefficient after area-preserving map: 3.0000
Values 9 and 1, only x rescaled: coefficient 1.0000
Island test: Dx/Dy = 16, L/R = 40
  R_eff/R = 1.2500
  capture rate/(Dbar n_L): elements 1.81310
  capture rate/(Dbar n_L): formula  1.81294
  lifetime*Dbar/R^2: elements 2174.72, formula 2174.73
  fast-slow density split at rho/R = 8, in units of n_L:
    elements 0.00846, formula 0.00844
One-site trap, 4096 sites per trap; L = 36.11 site lengths
  hx/hy, rows, R_pt (site lengths), tau*Dbar/area: exact, formula
          1  64   0.1985   0.7107   0.7088
         16  32   0.2894   0.6507   0.6488
        256  16   0.5626   0.5448   0.5430
       4096   8   1.1231   0.4346   0.4330
   16777216   1   8.9834   0.0833   0.1020
Fe(110) example, rough inputs:
  a = 0.29 nm, barrier = 0.35 eV, attempts = 1e+13 1/s
  T = 300 K, kT = 0.02585 eV, flux = 0.01 ML/s
  island density = 3.0e+11 1/cm2, R = 2.0 nm
  hop rate per direction = 1.319e+07 1/s
  site area = 0.05947 nm2
  Dx [1-10] = 1.109e+06 nm2/s, Dy [001] = 5.547e+05 nm2/s
  Dx/Dy = 2.0000, s = 1.1892
  Dbar = 7.844e+05 nm2/s = 7.844e-09 cm2/s
  arithmetic mean / Dbar = 1.0607
  mapped hop length = 0.2439 nm
  zone radius L = 10.301 nm, R_eff = 2.0301 nm
  lifetime: formula 6.4139e-05 s, elements 6.4219e-05 s
  mean adatom coverage = 6.414e-07 ML
Neglected effects:
  0.05 eV barrier error: factor 6.92 in Dbar
  10 K warmer: factor 1.548 in Dbar
  direct [001] hops at 0.1 of hop rate: factor 1.0954
  islands 2:1 along [001]: R_eff = 2.2764 nm,
    lifetime factor 0.8852
  0.05 eV attachment barrier: length 1.716 nm,
    added lifetime / lifetime = 0.89
  desorbed fraction at 3.5 eV binding = 1.0e-50
  tunnelling crossover temperature = 76.4 K
  island growth time = 3.77 s
  mean number of adatoms in a zone = 3.46e-03
OK
```
